Shibuya-Wulfman integrals and two Sturmian secular equations for one-electron molecules, part 2

One electron is bound to fixed nuclei X_a with charges Z_a > 0, and E = −k²/2, k > 0, in Hartree atomic units. Its states are expanded in Sturmians, μ = (n, l, m):

χ_μ(x) = k^(3/2) R_nl(kr) Y_lm(x̂),
R_nl(s) = 2 [(n−l−1)! / (n (n+l)!)]^(1/2) (2s)^l e^(−s) L^(2l+1)_(n−l−1)(2s).   (1)

(−∇² + k²) χ_μ = (2nk/r) χ_μ.   (2)

∫ χ*_μ' (1/r) χ_μ d³x = (k/n) δ_μ'μ.   (3)

⟨f|g⟩_E = (1/2k²) ∫ f* (−∇² + k²) g d³x = (1/2k²) ∫ (∇f*·∇g + k² f* g) d³x.   (4)

On one centre they form an orthonormal basis in (4). For nucleus a, τ = (a, μ), χ_τ(x) = χ_μ(x − X_a), r_a = |x − X_a|, and S_τ'τ = ⟨χ_τ'|χ_τ⟩_E. Transforms are f^t(p) = (2π)^(−3/2) ∫ e^(−ip·x) f(x) d³x. With D = k² + p² and M(p) = 4k^(5/2)/D², u = (2k p, p² − k²)/D lies on the unit sphere S³ (area 2π²), u₄ = cos ω:

|u − u'|² = 4k² |p − p'|² / (DD').   (9)

1 − u₄ = 2k²/D.   (10)

χ^t_μ(p) = M(p) Y_μ(u),   Y_μ(u) = (−i)^l P_nl(ω) Y_lm(p̂),   (18)

with P_nl real and normalised, Y_1s = 1/(π√2).

S_τ'τ = ∫ dΩ e^(ip·R) Y*_μ'(u) Y_μ(u) ≡ S_μ'μ(R),   R = X_a' − X_a.   (19)

With s = kR and Π = diag((−1)^l),

S(0) = 1,   S(R₁) S(R₂) = S(R₁ + R₂),   S(R)† = S(−R) = S(R)^(−1),   (21)

S(−R) = Π S(R) Π.   (22)

S_τ'τ = (n/k) ∫ χ*_τ' (1/r_a) χ_τ d³x = (n'/k) ∫ χ*_τ' (1/r_a') χ_τ d³x.   (23)

I = ∫₀^π P_n'l' P_nl P_n''l'' sin²ω dω,   G = ∫ Y*_l''m'' Y*_l'm' Y_lm dp̂.   (26)

S_μ'μ(R) = (2π)^(3/2) Σ_(l'', n'') (−1)^((l'+l''−l)/2) I G f_n''l''(s) Y_(l'', m−m')(R̂),
n'' = |n−n'|+1, |n−n'|+3, …, n+n'−1,   n'' > l''.   (27)

S_(1s,μ)(R) = 2√π f_nl(s) Y_lm(R̂),   (28)

Here f_nl = R_nl − α_nl R_(n+1,l) − α_(n−1,l) R_(n−1,l), α_nl = ½ [(n−l)(n+l+1)/(n(n+1))]^(1/2). For R along +z,

S(1s,1s) = (1+s) e^(−s),   S(1s,2s) = −(2/3) s² e^(−s),
S(1s,2p₀) = (2/3) s(1+s) e^(−s),   S(2s,2s) = (1 + s − 2s²/3 + s³/3) e^(−s).   (29)

7. Two secular equations

With E = −k²/2 the Schrödinger equation reads ½(−∇² + k²)ψ = Σ_b Z_b ψ/r_b. Apply 2k(−∇²+k²)^(−1), which exists for k > 0:

k ψ = T ψ,   T = Σ_b Z_b T_b,   T_b = 2k (−∇² + k²)^(−1) (1/r_b).   (30)

From (4), ⟨f|T_b g⟩_E = (1/k) ∫ f* g/r_b, so T_b is symmetric and positive in the energy product. Equation (2) says T_b χ_μb = χ_μb/n, and the χ_μb are a basis, so

T_b = Σ_μ |χ_μb⟩ (1/n) ⟨χ_μb|_E.   (31)

The eigenvalues 1/n have finite multiplicity and tend to zero, so T_b and T are compact and the largest eigenvalue of T is attained as a maximum. In the scaled coordinate kx, T becomes 2(−∇²+1)^(−1) Σ Z_b/|kx − kX_b|. Its eigenvalues κ depend only on the scaled geometry kX_b, which for a diatomic is s. An eigenvalue describes a physical state when κ = k, so a root κ(s) belongs to the distance R = s/κ and the energy −κ²/2. At prescribed R one solves s = Rκ(s).

The first secular equation comes from ψ = Σ c_τ χ_τ with n ≤ N on every centre, inserted into (30) and projected on χ_τ' in the energy product:

Σ_τ (W_τ'τ − κ S_τ'τ) c_τ = 0,   W_τ'τ = Σ_b (Z_b/k) ∫ χ*_τ' (1/r_b) χ_τ d³x.   (32)

This is the Galerkin equation. By (3) and (23), the term b of W is known whenever b coincides with a or a' and either a ≠ a' or a = a' = b; the remaining terms need other integrals. By (31) each of them also equals an infinite sum,

(1/k) ∫ χ*_τ' (1/r_b) χ_τ d³x = Σ_μ'' S_(τ', μ''b) (1/n'') S_(μ''b, τ).   (33)

The second equation comes from truncating the operator in place of the function. Keep n ≤ N in (31) and call the result T^N = Σ_τ |χ_τ⟩ (Z_a/n) ⟨χ_τ|_E. Define β_τ = (Z_a/n)^(1/2) ⟨χ_τ|ψ⟩_E. Then κψ = T^Nψ reads κψ = Σ_τ (Z_a/n)^(1/2) β_τ χ_τ, and projecting on (Z_a'/n')^(1/2) χ_τ' gives

Σ_τ (K_τ'τ − κ δ_τ'τ) β_τ = 0,   K_τ'τ = (Z_a' Z_a / n'n)^(1/2) S_τ'τ.   (34)

This is the Shibuya-Wulfman equation. It is an ordinary Hermitian eigenvalue problem for any number of nuclei and needs nothing beyond (27). Conversely, an eigenvector of K with κ ≠ 0 builds an eigenfunction of T^N through the formula for κψ, so K and T^N have the same nonzero roots. For a single nucleus (32) and (34) coincide; for two or more separated nuclei they are different at finite N.

8. Bounds

Let Q[T, ψ] = ⟨ψ|Tψ⟩_E/⟨ψ|ψ⟩_E, and consider the largest root within one symmetry class; T and T^N commute with the symmetry operations of the nuclear frame because whole shells are kept on equivalent centres. The exact root is the maximum of Q[T, ψ] over all ψ of the class, and the Galerkin root is the maximum over the span of the basis, which is smaller. The omitted terms of (31) are positive when all Z_b > 0, so T^N ≤ T. The eigenfunction ψ_N of T^N lies in the Galerkin span, so κ_SW = Q[T^N, ψ_N] ≤ Q[T, ψ_N] ≤ κ_Gal. At fixed s,

κ_SW(N) ≤ κ_Gal(N) ≤ κ_exact.   (35)

Neither root can fall when N grows, since T^N ≤ T^(N+1) and the spans are nested. Both tend to κ_exact, because T − T^N has norm at most ΣZ_b/(N+1).

To carry (35) to fixed R, write Q out in unscaled form with v = Σ Z_b/r_b:

κ_exact(kR)/k = max over ψ of 2∫ v|ψ|² / (∫|∇ψ|² + k² ∫|ψ|²).   (36)

For each ψ the quotient falls strictly with k, and the maximum is attained, so the left side falls strictly with k and equals 1 at the exact k; this is the Birman-Schwinger argument. An approximate solution has k_N = κ_N(k_N R) ≤ κ_exact(k_N R), so the ratio (36) at k_N is at least 1, and k_N ≤ k_exact. Both methods give energies −k_N²/2 that lie above the exact one. Equation (36) also shows that s/κ_exact(s) rises with s, so s labels the distance uniquely. With a negative charge present, T − T^N is not positive, the first inequality in (35) is lost, and K is no longer Hermitian in the form (34). The Galerkin bound survives.

9. Rate of convergence of the Shibuya-Wulfman equation

The following estimate is semiclassical. It needs N ≫ s, so that the cap found below is small, and sN ≫ 1, so that the cap radius (2s/N)^(1/2) is large compared with the wavelength 1/N; it gives the leading behaviour as N → ∞ at fixed s. The row S_(1s,μ) lists the complex conjugates of the components of the function e^(−ip·R)/(π√2), of constant modulus, along the harmonics. By (9) the gradient of the phase on the sphere has length R D/(2k), and a harmonic of shell n has wavenumber (n²−1)^(1/2) ≈ n. The weight in shells above N is identified with the weight of the region where RD/2k > N. By (10) this is 1 − cos ω < s/N, a small cap round the pole of radius ω_N ≈ (2s/N)^(1/2) and volume (4π/3)ω_N³. Dividing by 2π²,

Σ_(n>N) Σ_lm |S_(1s,μ)|² ≈ (4√2/3π)(s/N)^(3/2).   (37)

The weight per shell is minus the derivative, (2√2/π) s^(3/2) n^(−5/2). Dividing by n and integrating from N,

Σ_(n>N) (1/n) Σ_lm |S_(1s,μ)|² ≈ (4√2/5π) s^(3/2) N^(−5/2).   (38)

A sum over integers above N is best matched by an integral from N + ½, and N + ½ is used in the numbers below.

Testing each maximum principle with the other's eigenfunction gives, for normalised functions, ⟨ψ_N|(T−T^N)ψ_N⟩_E ≤ κ_exact − κ_SW ≤ ⟨ψ|(T−T^N)ψ⟩_E. At large p the transform of vψ is dominated by the singularities, Σ_a Z_a ψ(X_a) e^(−ip·X_a) (2π)^(−3/2) 4π/p². It equals Dψ^t/2, so ψ^t falls as p^(−4) like M, and near the pole ψ^t/M tends to a sum of constants times e^(−ip·X_a). Expanded about centre b, the term a = b tends to a constant at the pole, while each other cusp is an oscillating function of the kind just treated. The same form holds for ψ_N, which is a finite sum of functions (18) on the centres. The deficit κ_exact − κ_SW therefore falls as N^(−5/2) at leading order for states with amplitude at the nuclei. The cap is small only if N is much larger than s; for larger s the truncation loses a finite part of the attraction to the other nuclei.

10. The hydrogen molecular ion

Place A at z = −R/2 and B at z = +R/2, with Z = 1, and take m = 0. Let S^AB = S(X_A − X_B), with the vector along −z; it is real, and by (22) it is ΠS(+z)Π. Inversion J through the midpoint sends χ_μ(x−X_A) to χ_μ(−(x−X_B)) = (−1)^l χ_μ(x−X_B). The combinations φ_μ = χ_μA ± (−1)^l χ_μB obey Jφ = ±φ, upper sign for g and lower for u. For an operator O commuting with J, ±⟨Jχ_μ'A|Oφ⟩_E = ±⟨χ_μ'A|OJφ⟩_E = ⟨χ_μ'A|Oφ⟩_E, so ⟨φ_μ'|Oφ_μ⟩_E = 2⟨χ_μ'A|Oφ_μ⟩_E. Take O = 1 and O = T and drop the factor 2. By (3), ⟨χ_μ'A|T_A χ_μA⟩_E = δ/n, and by (23), ⟨χ_μ'A|(T_A + T_B)χ_μB⟩_E = (1/n' + 1/n) S^AB_μ'μ. In (34) the symmetry imposes β_B = ±Πβ_A. The blocks, of dimension N(N+1)/2, are

(S_±)_μ'μ = δ_μ'μ ± S^AB_μ'μ (−1)^l,
(W_±)_μ'μ = δ_μ'μ/n + U_μ'μ ± (1/n' + 1/n) S^AB_μ'μ (−1)^l,
(K_±)_μ'μ = (S_±)_μ'μ / (n'n)^(1/2),   (39)

with U_μ'μ = (1/k) ∫ χ_μ'A χ_μA / r_B d³x the only integral not given by a finite number of S elements.

For 1s, and k = 1, U is the potential at distance s of the spherical charge e^(−2r)/π: (1/s)∫₀^s 4r²e^(−2r)dr + ∫_s^∞ 4r e^(−2r)dr = [1 − (1+2s+2s²)e^(−2s)]/s + (1+2s)e^(−2s). Combining the terms,

U(1s,1s) = [1 − (1+s) e^(−2s)]/s.   (40)

For general elements use prolate spheroidal coordinates r_A = (R/2)(ξ+η), r_B = (R/2)(ξ−η) and azimuth φ. The scale factors are h_ξ = (R/2)[(ξ²−η²)/(ξ²−1)]^(1/2), h_η = (R/2)[(ξ²−η²)/(1−η²)]^(1/2) and h_φ = (R/2)[(ξ²−1)(1−η²)]^(1/2), so the volume element is (R/2)³(ξ²−η²) dξ dη dφ, which cancels 1/r_B. The height above A is (R/2)(1+ξη), and r^l P_l(cos θ) is a polynomial in the height and r², so the integrand of U is e^(−s(ξ+η)) times a polynomial. Gauss-Laguerre quadrature in s(ξ−1) is exact, and 40 Gauss-Legendre points were used in η.

For N = 1 the g roots are

κ_Gal = (1 + U + 2S)/(1 + S),   κ_SW = 1 + S,   S = (1+s)e^(−s).   (41)

As s → 0, S and U tend to 1 and both roots tend to 2, the He⁺ ground state; for any N, K₊ tends to (1+Π)/n, with the united-atom roots 2/n for even l. For large s, κ_Gal = 1 + 1/s up to exponentially small terms. With s = Rκ this gives −κ²/2 = −½ − 1/R + 1/(2R²) + …, whose second term cancels the nuclear repulsion 1/R; the remainder 1/(2R²) is an error of the N = 1 basis, whose exponent is tied to the energy. In contrast κ_SW → 1 exponentially, at any finite N because every element (27) carries e^(−s). The truncated Shibuya-Wulfman equation thus gives a total energy −½ + 1/R at distances where s is much larger than N, which is the failure found at the end of section 9.

The Galerkin equation has a different weakness. The squared energy norm of Σ c_μ φ_μ = g + Jg, with g = Σ c_μ χ_μA, is 2c†S₊c, and it vanishes when g is odd under J. The Sturmians on A alone are complete, so they approximate any odd function, and the smallest eigenvalue of S₊ tends to zero as N grows. Canonical orthogonalisation handles this: diagonalise S₊, discard eigenvectors with eigenvalue below a threshold (10⁻¹¹ here), scale the others by the inverse square root of their eigenvalues, and diagonalise W₊ in that basis. The retained functions still span a subspace, so κ_Gal ≤ κ_exact is kept, while monotonicity in N and the comparison with κ_SW hold only up to what the discarded directions carried.

The reference comes from separating the equation exactly. The scale factors give h_ηh_φ/h_ξ = (R/2)(ξ²−1) and h_ξh_φ/h_η = (R/2)(1−η²), so for m = 0, ∇² = 4[∂_ξ(ξ²−1)∂_ξ + ∂_η(1−η²)∂_η]/(R²(ξ²−η²)), and 1/r_A + 1/r_B = 4ξ/(R(ξ²−η²)). Multiply (∇² − k² + 2/r_A + 2/r_B)ψ = 0 by R²(ξ²−η²)/4, set q = s/2 and ψ = Ξ(ξ)H(η), and call the separation constant Λ:

[(1−η²)H']' + (q²η² − Λ)H = 0,   [(ξ²−1)Ξ']' + (2Rξ − q²ξ² + Λ)Ξ = 0.   (42)

At given s, Λ is an eigenvalue of the first equation. Its largest value for even H (1σ_g) or odd H (1σ_u) has the fewest nodes and was found by diagonalisation in 13 normalised Legendre polynomials of that parity. The second equation, multiplied by Ξ and integrated by parts, is the generalised eigenproblem ∫[(ξ²−1)Ξ'² + (q²ξ²−Λ)Ξ²] = 2R∫ξΞ². Its smallest root 2R, the nodeless solution, was found in 25 functions e^(−t/2)L_j(t), t = 2q(ξ−1). Then κ_exact = s/R.

11. Numbers

Many digits are kept below only to compare methods on the same model, with clamped nuclei and no relativity. The condition s = Rκ(s) was solved by Brent's bracketing method. At R = 2 bohr, (42) gives for 1σ_g s = 2.970029245, k = s/2 = 1.485014622 bohr⁻¹ and E = −k²/2 = −1.102634214 Eh. For 1σ_u it gives s = 2.310903533, k = 1.155451766 bohr⁻¹ and E = −0.667534392 Eh.

At s = 2.970029, equation (27) gives S^AB for N = 2, rows μ' and columns μ in the order 1s, 2s, 2p₀:

 0.203670  −0.301691  −0.403270
−0.301691   0.349994   0.246381
 0.403270  −0.246381  −0.244346

The first entry is (1+s)e^(−s), and (29) gives three others as multiples of it. With R along −z, S(1s,2p₀) is −2s/3 = −1.980019 times 0.203670, or −0.40327. S(1s,2s) is −(2s²/3)/(1+s) = −5.880716/3.970029 times it, or −0.30169. S(2s,2s) is (3.97003 − 5.88072 + 8.73295)/3.97003 times it, or 0.34999. The s-p elements change sign under transposition, as (21) and (22) together require, and multiplying the last column by −1 makes S^AB Π symmetric.

For N = 1, (40) gives U = 0.333179, and (41) gives κ_Gal = (1 + 0.333179 + 0.407340)/1.203670 = 1.740519/1.203670 = 1.446010 and κ_SW = 1.203670. Both lie below 1.485015, in the order (35). These roots belong to distances s/κ larger than 2 bohr, so at R = 2 bohr the self-consistent s is smaller; the Galerkin solution has k = 1.455461, that is s = 2.910922.

The self-consistent 1σ_g results at R = 2 bohr follow. The error is the energy minus the reference −1.102634214 Eh.

method   N   size   k (bohr⁻¹)    E (Eh)          error (Eh)
Gal      1     1    1.455461207   −1.059183663    4.3×10⁻²
Gal      2     3    1.484443203   −1.101785811    8.5×10⁻⁴
Gal      3     6    1.484953206   −1.102543013    9.1×10⁻⁵
Gal      4    10    1.485000747   −1.102613610    2.1×10⁻⁵
Gal      6    21    1.485013607   −1.102632706    1.5×10⁻⁶
Gal      8    36    1.485014522   −1.102634065    1.5×10⁻⁷
SW       1     1    1.276566644   −0.814811199    2.9×10⁻¹
SW       4    10    1.475559936   −1.088638562    1.4×10⁻²
SW      16   136    1.484692122   −1.102155348    4.8×10⁻⁴

All errors are positive, as section 8 requires. Three Galerkin functions are within a factor of two of the accuracy of 136 Shibuya-Wulfman functions. The mechanism of section 9 is absent from (32), where T acts untruncated and each cusp is supplied by functions on its own centre; the Galerkin rate itself has not been derived here. For 1σ_u, Galerkin with N = 8 gives −0.667534371 Eh, which is 2.1×10⁻⁸ Eh above the reference.

The smallest eigenvalue of S₊ at s = 2.970029 is 1.2, 0.81, 2.5×10⁻⁴, 7.9×10⁻¹² and 5.1×10⁻²¹ for N = 1, 2, 4, 6, 8. The last figure needs extended (60-digit) arithmetic; double precision returns rounding noise of order 10⁻¹⁵ in its place. The fall is far steeper than any power suggested by section 9. A plausible reason, offered as a conjecture, is that the minimum selects a smooth odd function with no cusp, which both centres represent easily. At this s one direction lies below the threshold for N = 6 and three for N = 8. Keeping all directions in 60-digit arithmetic leaves the last two Galerkin errors unchanged to the digits shown, so they are errors of truncation, not of discarding.

The slow sums can be followed to high order because the 1s row needs only f_nl. By (21) and (28), and the addition theorem Σ_m Y_lm(R̂₁)Y*_lm(R̂₂) = (2l+1)P_l(cos γ)/4π, unitarity reads Σ(2l+1) f_nl² = 1, and (33) reads Σ(2l+1) f_nl²/n = U(1s,1s). Summing all l for n ≤ 120 at s = 2.970029 leaves deficits of 2.3148×10⁻³ and 1.1518×10⁻⁵. The estimates (37) and (38) with N + ½ = 120.5 give 2.3225×10⁻³ and 1.1565×10⁻⁵, larger by 0.3% and 0.4% of their own values, while s/N is about 0.025 and 1/(sN) about 0.003; the corrections to (37) and (38) have not been derived. For the group law, S_(μ,1s)(R₂) = S_(1s,μ)(−R₂)* = 2√π (−1)^l f_nl Y*_lm(R̂₂), so (21) becomes

Σ_nl (−1)^l (2l+1) f_nl(s₁) f_nl(s₂) P_l(cos γ) = (1 + s₁₂) e^(−s₁₂),   s₁₂² = s₁² + s₂² + 2s₁s₂ cos γ.   (43)

For s₁ = 1, s₂ = 2 and γ = 60°, s₁₂ = √7, the right side is 0.2586734 and the sum to n = 120 is 0.2586723.

At fixed s = 2.970029 the deficit κ_exact − κ_SW is 4.174×10⁻⁴ bohr⁻¹ for N = 16 and 7.427×10⁻⁵ bohr⁻¹ for N = 32. The local exponent is ln(4.174×10⁻⁴/7.427×10⁻⁵)/ln(32.5/16.5) = 1.726/0.678 = 2.55, against the asymptotic 5/2. Section 9 gives only the leading power, and the subleading terms that would account for the excess have not been derived.

Adding the nuclear repulsion 1/R = 0.5 Eh to the N = 8 Galerkin energy gives −0.602634065 Eh, or −16.39851 eV, at 2 bohr. The potential curve needs no self-consistency, since 1/R = κ/s makes the total energy a function of s alone:

E_tot(s) = −κ(s)²/2 + κ(s)/s.   (44)

Bounded Brent minimisation of (44) gives s_e = 2.9668 and R_e = s_e/κ = 1.9972 bohr for both the N = 8 Galerkin root and the reference, with minima −0.60263447 Eh and −0.60263462 Eh. The dissociation limit is a hydrogen atom and a proton, −0.5 Eh, so the well depth is D_e = −0.5 + 0.60263447 = 0.1026345 Eh for Galerkin and 0.1026346 Eh for the reference, 2.7928 eV in both cases. This is the depth of the clamped-nucleus curve, measured from its minimum and without the vibrational zero-point energy.

Numerical values quoted here were computed with a short program.
